# Curvature and step velocity in spiral growth near equilibrium: test program

```python
"""
Result under test: a curved step near equilibrium advances at
    v(r) = v_straight * (1 - r_crit/r),
    r_crit = gamma*Omega / (kB*T*log(1+sigma)).
gamma: step free energy per length; Omega: area per atom;
sigma: relative adatom supersaturation; c0: straight-step equilibrium density;
K: total attachment coefficient, shared equally by the two sides of the step.
The full kinetic law is v = Omega*K*(c - c0*exp(gamma*Omega/(kB*T*r))).
Lengths are in nm, energies in eV and times in s.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import ive, kve

temperature = 800.0
omega = 0.10
gamma = 0.20
c0 = 0.01
sigma = 0.05
K = 1000.0
kT = constants.k * temperature / constants.e
capillary = gamma * omega / kT
r_crit = capillary / np.log1p(sigma)
v_straight = omega * K * c0 * sigma


def full_velocity(radius, supersat):
    """Attachment minus detachment, without linearizing the exponential."""
    return omega * K * c0 * (1 + supersat - np.exp(capillary / radius))


# Local edge cost: deform an ellipse and measure its length and area changes.
def length_area(x, y):
    xn, yn = np.roll(x, -1), np.roll(y, -1)
    return np.sum(np.hypot(xn - x, yn - y)), 0.5 * np.sum(x * yn - xn * y)


angle = np.linspace(0, 2 * np.pi, 20000, endpoint=False)
semi_a, semi_b = 3.0, 2.0
curvature_rows = []
for centre in (0.7, 1.3):
    norm = np.hypot(semi_b * np.cos(angle), semi_a * np.sin(angle))
    bump = 1e-4 * np.exp(-0.5 * ((angle - centre) / 0.03) ** 2)
    values = []
    for sign in (1, -1):
        x = semi_a * np.cos(angle) + sign * bump * semi_b * np.cos(angle) / norm
        y = semi_b * np.sin(angle) + sign * bump * semi_a * np.sin(angle) / norm
        values.append(length_area(x, y))
    measured = (values[0][0] - values[1][0]) / (values[0][1] - values[1][1])
    expected = semi_a * semi_b / (
        (semi_a * np.sin(centre)) ** 2 + (semi_b * np.cos(centre)) ** 2) ** 1.5
    # The finite width of the bump averages the curvature slightly.
    assert abs(measured / expected - 1) < 5e-3
    curvature_rows.append((centre, measured, expected))


# The critical island must maximize the free energy at fixed supersaturation.
def negative_free_energy(number):
    return number * kT * np.log1p(sigma) - 2 * gamma * np.sqrt(
        np.pi * omega * number)


maximum = minimize_scalar(negative_free_energy, bounds=(10, 10000),
                          method="bounded", options={"xatol": 1e-5})
critical_number = maximum.x
radius_from_maximum = np.sqrt(critical_number * omega / np.pi)
assert abs(radius_from_maximum / r_crit - 1) < 1e-4

# Discrete detailed-balance rates, with finite differences of edge energy.
discrete_rows = []
for multiple in (1.5, 2.0, 4.0):
    number = round(np.pi * (multiple * r_crit) ** 2 / omega)
    radius = np.sqrt(number * omega / np.pi)
    smaller = np.sqrt((number - 1) * omega / np.pi)
    gain = K * c0 * (1 + sigma) * 2 * np.pi * radius
    edge_change = 2 * np.pi * gamma * (radius - smaller)
    loss = K * c0 * 2 * np.pi * smaller * np.exp(edge_change / kT)
    discrete = omega * (gain - loss) / (2 * np.pi * radius) / v_straight
    continuum = full_velocity(radius, sigma) / v_straight
    # Replacing a one-atom difference by a derivative costs O(1/number).
    assert abs(discrete - continuum) < 1 / (number * sigma)
    discrete_rows.append((number, discrete, continuum))

# Error bounds for the linear law, including large supersaturation.
inverse_ratio = np.linspace(0.01, 1.0, 100)
for supersat in (1e-3, 0.05, 0.5, 2.0):
    critical = capillary / np.log1p(supersat)
    ratio = full_velocity(critical / inverse_ratio, supersat) / (
        omega * K * c0 * supersat)
    error = ratio - (1 - inverse_ratio)
    upper = supersat * inverse_ratio * (1 - inverse_ratio) / 2
    assert np.all(error >= -1e-11) and np.all(error <= upper + 1e-11)
small = 1e-4
small_r = 2 * capillary / np.log1p(small)
small_error = full_velocity(small_r, small) / (omega * K * c0 * small) - 0.5
assert abs(small_error / (small / 8) - 1) < 1e-3


# Stationary diffusion, deposition and desorption near a circular step.
def side_flux(radius, k_side, diffusion, lifetime, outside):
    length = np.sqrt(diffusion * lifetime)
    low, high = ((radius, radius + 25 * length) if outside else
                 (max(0.0, radius - 25 * length), radius))
    cells = 4000
    faces = np.linspace(low, high, cells + 1)
    width = (high - low) / cells
    middle = (faces[1:] + faces[:-1]) / 2
    link = diffusion * faces[1:-1] / width
    diagonal = middle * width / lifetime
    source = diagonal * c0 * (1 + sigma)
    diagonal[:-1] += link
    diagonal[1:] += link
    edge = 0 if outside else -1
    exchange = radius / (1 / k_side + width / (2 * diffusion))
    equilibrium = c0 * np.exp(capillary / radius)
    diagonal[edge] += exchange
    source[edge] += exchange * equilibrium
    bands = np.zeros((3, cells))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    density = solve_banded((1, 1), bands, source)
    return exchange * (density[edge] - equilibrium) / radius


def diffusion_factor(radius, k_side, diffusion, lifetime):
    length = np.sqrt(diffusion * lifetime)
    h = k_side * length / diffusion
    z = radius / length
    outer = 1 / (1 + h * kve(0, z) / kve(1, z))
    inner = 1 / (1 + h * ive(0, z) / ive(1, z))
    return (1 + h) * (outer + inner) / 2


diffusion_rows = []
for name, k_side, lifetime in (("slow", K / 2, 1e-4), ("fast", 5e4, 1e-2)):
    diffusion = 1e6
    length = np.sqrt(diffusion * lifetime)
    h = k_side * length / diffusion
    straight = omega * 2 * k_side * c0 * sigma / (1 + h)
    numerical_straight = omega * sum(
        side_flux(1e6, k_side, diffusion, lifetime, side)
        for side in (True, False))
    assert abs(numerical_straight / straight - 1) < 1e-3
    for radius in (2 * r_crit, 10 * length):
        numerical = omega * sum(
            side_flux(radius, k_side, diffusion, lifetime, side)
            for side in (True, False)) / straight
        factor = diffusion_factor(radius, k_side, diffusion, lifetime)
        formula = factor * full_velocity(radius, sigma) / v_straight
        # The radial grid limits the agreement.
        assert abs(numerical / formula - 1) < 1e-3
        diffusion_rows.append((name, k_side, lifetime, length, h,
                               radius, factor, numerical))
    far = 50 * length
    coefficient = (diffusion_factor(far, k_side, diffusion, lifetime) - 1) * 2500
    predicted = -3 * h / (8 * (1 + h)) + h**2 / (4 * (1 + h)**2)
    assert abs(coefficient / predicted - 1) < 0.02
assert abs(diffusion_rows[0][6] - 1) < 0.01
assert abs(diffusion_rows[2][6] - 1) > 0.1
assert abs(diffusion_rows[3][6] - 1) < 0.01

print(f"temperature = {temperature:.0f} K; kB*T = {kT:.6f} eV")
print(f"area per atom = {omega:.2f} nm^2")
print(f"step line tension = {gamma:.2f} eV/nm")
print(f"equilibrium adatom density c0 = {c0:.3f} nm^-2")
print(f"supersaturation sigma = {sigma:.3f} (dimensionless)")
print(f"log(1+sigma) = {np.log1p(sigma):.6f} (dimensionless)")
print(f"total attachment coefficient K = {K:.0f} nm/s")
print(f"capillary length Gamma = {capillary:.5f} nm")
print(f"critical radius r* = {r_crit:.4f} nm = {r_crit * 1e-9:.4e} m")
print(f"leading estimate Gamma/sigma = {capillary / sigma:.4f} nm")
print(f"critical atom number = {critical_number:.1f}")
print(f"radius from free-energy maximum = {radius_from_maximum:.4f} nm")
print(f"straight-step velocity = {v_straight:.5f} nm/s")
print(f"upper bound on error/v_straight for r>=r* = {sigma / 8:.5f}")
print("r/r* | r (nm) | ceq (nm^-2) | full v (nm/s) | linear v (nm/s)")
for multiple in (0.5, 1.0, 1.5, 2.0, 4.0, 10.0):
    radius = multiple * r_crit
    equilibrium = c0 * np.exp(capillary / radius)
    full = full_velocity(radius, sigma)
    if multiple == 1.0:
        assert abs(full) < 1e-12
        full = abs(full)
    linear = v_straight * (1 - 1 / multiple)
    print(f"{multiple:.1f} | {radius:.4f} | {equilibrium:.7f} | "
          f"{full:.6f} | {linear:.6f}")
strong = 2.0
strong_r = 2 * capillary / np.log1p(strong)
strong_ratio = full_velocity(strong_r, strong) / (omega * K * c0 * strong)
print(f"sigma={strong:.1f}, r=2r*: full v/v_straight={strong_ratio:.5f}, "
      f"linear={1 - 0.5:.5f}")
print(f"ellipse semiaxes = {semi_a:.1f}, {semi_b:.1f} (arbitrary length unit)")
print("ellipse angle (rad) | measured dL/dA | curvature (inverse length unit)")
for row in curvature_rows:
    print(f"{row[0]:.1f} | {row[1]:.5f} | {row[2]:.5f}")
print("island atoms | discrete v/v_straight | continuum v/v_straight")
for row in discrete_rows:
    print(f"{row[0]:d} | {row[1]:.5f} | {row[2]:.5f}")
print(f"diffusion coefficient in both cases = {diffusion:.1e} nm^2/s")
for name, k_side, lifetime, length, h, radius, factor, ratio in diffusion_rows:
    print(f"{name}: k per side={k_side:.0f} nm/s, lifetime={lifetime:.1e} s, "
          f"lambda={length:.1f} nm, h={h:.3f}")
    print(f"  r={radius:.3f} nm: G={factor:.5f}, "
          f"numerical v/v_straight={ratio:.5f}")
print("checks complete")
```

Output:

```
temperature = 800 K; kB*T = 0.068939 eV
area per atom = 0.10 nm^2
step line tension = 0.20 eV/nm
equilibrium adatom density c0 = 0.010 nm^-2
supersaturation sigma = 0.050 (dimensionless)
log(1+sigma) = 0.048790 (dimensionless)
total attachment coefficient K = 1000 nm/s
capillary length Gamma = 0.29011 nm
critical radius r* = 5.9461 nm = 5.9461e-09 m
leading estimate Gamma/sigma = 5.8023 nm
critical atom number = 1110.8
radius from free-energy maximum = 5.9461 nm
straight-step velocity = 0.05000 nm/s
upper bound on error/v_straight for r>=r* = 0.00625
r/r* | r (nm) | ceq (nm^-2) | full v (nm/s) | linear v (nm/s)
0.5 | 2.9731 | 0.0110250 | -0.052500 | -0.050000
1.0 | 5.9461 | 0.0105000 | 0.000000 | 0.000000
1.5 | 8.9192 | 0.0103306 | 0.016938 | 0.016667
2.0 | 11.8923 | 0.0102470 | 0.025305 | 0.025000
4.0 | 23.7845 | 0.0101227 | 0.037728 | 0.037500
10.0 | 59.4614 | 0.0100489 | 0.045109 | 0.045000
sigma=2.0, r=2r*: full v/v_straight=0.63397, linear=0.50000
ellipse semiaxes = 3.0, 2.0 (arbitrary length unit)
ellipse angle (rad) | measured dL/dA | curvature (inverse length unit)
0.7 | 0.40089 | 0.40070
1.3 | 0.23634 | 0.23616
island atoms | discrete v/v_straight | continuum v/v_straight
2499 | 0.34281 | 0.33874
4443 | 0.50837 | 0.50610
17772 | 0.75512 | 0.75455
diffusion coefficient in both cases = 1.0e+06 nm^2/s
slow: k per side=500 nm/s, lifetime=1.0e-04 s, lambda=10.0 nm, h=0.005
  r=11.892 nm: G=0.99829, numerical v/v_straight=0.50523
slow: k per side=500 nm/s, lifetime=1.0e-04 s, lambda=10.0 nm, h=0.005
  r=100.000 nm: G=0.99998, numerical v/v_straight=0.94188
fast: k per side=50000 nm/s, lifetime=1.0e-02 s, lambda=100.0 nm, h=5.000
  r=11.892 nm: G=1.30183, numerical v/v_straight=0.65881
fast: k per side=50000 nm/s, lifetime=1.0e-02 s, lambda=100.0 nm, h=5.000
  r=1000.000 nm: G=0.99859, numerical v/v_straight=0.99279
checks complete
```
